# Debugging a numerical check: An Upper Bound on Classical Midplane Density in Undoped Double-Gate Films

```python
# Result under test: in an undoped symmetric double-gate film of thickness t,
# with Boltzmann electrons as the only charge, the midplane density n0 obeys
#     n0 < n_max = 2 pi^2 eps kT / (q^2 t^2),
# and n0 tends to n_max as the gate charge grows without limit.
# Symbols: w = q(phi(x)-phi(0))/kT, K = q^2/(eps kT), N = sheet density of
# electrons in the whole film, theta = half-film phase of the log-cosine
# solution, n_i = intrinsic density, Nc = effective density of states.
# SI units inside; nm, cm^-3, cm^-2, MV/cm in the printed output.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
eps0 = const.epsilon_0

# Rough standard silicon parameters and the chosen film
eps_r, eps_ox = 11.7, 3.9
m_long, m_trans = 0.916, 0.19
n_i = 1e10 * 1e6
doping = 1e15 * 1e6
T = 300.0
t_ex = 10e-9
N_ex = 1e13 * 1e4
eps = eps_r * eps0
kT = kB * T
K = q**2 / (eps * kT)


def ceiling(t, temperature=T):
    return 2 * np.pi**2 * eps * kB * temperature / (q * t)**2


def phase_from_charge(load):
    """Solve theta*tan(theta) = load, with load = K N t / 8."""
    return brentq(lambda a: a * np.sin(a) - load * np.cos(a),
                  0.0, np.pi / 2, xtol=1e-14)


def boltzmann_midplane(t, N):
    theta = phase_from_charge(K * N * t / 8)
    return ceiling(t) * (2 * theta / np.pi)**2, theta


# ---- Symbolic check of the log-cosine potential --------------------------
xs, ks = sp.symbols("x k", positive=True)
w_sym = -2 * sp.log(sp.cos(ks * xs))
residual = sp.simplify(sp.diff(w_sym, xs, 2) - 2 * ks**2 / sp.cos(ks * xs)**2)
assert residual == 0
assert sp.simplify(sp.exp(w_sym) - 1 / sp.cos(ks * xs)**2) == 0


# ---- Distance from midplane to divergence, by direct integration ---------
def divergence_distance(n0, p0):
    """Integrate w'' = n0 e^w - p0 e^-w (K = 1) with dx = e^(-w/2) ds.
    The variable r = w' e^(-w/2) stays finite where w diverges."""
    def rhs(s, y):
        w, r, x = y
        return [r, n0 - p0 * np.exp(-2 * w) - r * r / 2, np.exp(-w / 2)]
    s_end = 60 / np.sqrt(n0 - p0)
    sol = solve_ivp(rhs, (0, s_end), [0, 0, 0], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[2, -1]


for n0 in (0.3, 1.0, 7.0):
    widest = 2 * divergence_distance(n0, 0.0)
    assert abs(n0 * widest**2 / (2 * np.pi**2) - 1) < 1e-7

# With holes: the net density is bounded, the electron density alone is not
hole_rows = []
for u0 in (0.3, 1.0, 3.0):
    n0, p0 = np.exp(u0) / 2, np.exp(-u0) / 2
    widest = 2 * divergence_distance(n0, p0)
    bound = 2 * np.pi**2 / widest**2
    intrinsic = np.sqrt(n0 * p0)
    assert n0 - p0 < bound < n0
    assert n0 < bound / 2 + np.sqrt(bound**2 / 4 + intrinsic**2)
    hole_rows.append((n0 / p0, n0 / bound, (n0 - p0) / bound))

# ---- Boundary-value problem at rising surface potential ------------------
# Length unit t, u = ln(K n t^2), so u'' = e^u and the ceiling is 2 pi^2.
mesh = np.linspace(0, 0.5, 41)
guess = np.zeros((2, mesh.size))
bvp_rows = []
for us in range(0, 13):
    sol = solve_bvp(lambda x, y: np.vstack([y[1], np.exp(y[0])]),
                    lambda a, b, us=us: np.array([a[1], b[0] - us]),
                    mesh, guess, tol=1e-8, max_nodes=50000)
    assert sol.status == 0
    mesh, guess = sol.x, sol.y
    mid = np.exp(sol.y[0, 0])
    theta = brentq(lambda a: 8 * a * a - np.exp(us) * np.cos(a)**2,
                   0, np.pi / 2, xtol=1e-15)
    assert mid < 2 * np.pi**2
    assert abs(mid / (8 * theta**2) - 1) < 1e-5
    assert abs(2 * sol.y[1, -1] / (8 * theta * np.tan(theta)) - 1) < 1e-5
    if us % 4 == 0:
        bvp_rows.append((np.exp(us) / (2 * np.pi**2), mid / (2 * np.pi**2)))
assert all(a[1] < b[1] for a, b in zip(bvp_rows, bvp_rows[1:]))

# ---- Semiclassical Fermi-Dirac film at fixed sheet density ---------------
s_grid = np.linspace(0, 12, 601)
m_dos = (m_long * m_trans**2)**(1 / 3)
Nc = 12 * (m_dos * m0 * kT / (2 * np.pi * hbar**2))**1.5


def fermi(eta, order):
    """Normalized Fermi-Dirac integral of order 1/2 or 3/2."""
    eta = np.atleast_1d(eta)
    if order == 0.5:
        weight = 4 / np.sqrt(np.pi) * s_grid**2
    else:
        weight = 8 / (3 * np.sqrt(np.pi)) * s_grid**4
    occupation = expit(eta[:, None] - s_grid[None, :]**2)
    return occupation @ weight * (s_grid[1] - s_grid[0])


nodes, weights = np.polynomial.legendre.leggauss(80)


def fermi_midplane(t, N, states=Nc):
    slope = K * N / 2

    def half_width(eta0):
        base = fermi(eta0, 1.5)[0]
        target = slope**2 / (2 * K * states)
        eta_s = brentq(lambda e: fermi(e, 1.5)[0] - base - target, eta0, 60)
        v_max = np.sqrt(eta_s - eta0)
        v = 0.5 * v_max * (nodes + 1)
        gain = 2 * K * states * (fermi(eta0 + v * v, 1.5) - base)
        return 0.5 * v_max * np.sum(weights * 2 * v / np.sqrt(gain))
    low = np.log(1e-3 * ceiling(t) / states)
    high = np.log(10 * ceiling(t) / states)
    eta0 = brentq(lambda e: (half_width(e) - t / 2) / t, low, high)
    return states * fermi(eta0, 0.5)[0]


# A very large density of states must restore the Boltzmann result
dilute = fermi_midplane(t_ex, N_ex, states=1e4 * Nc)
assert abs(dilute / boltzmann_midplane(t_ex, N_ex)[0] - 1) < 1e-3


# ---- Self-consistent Schrodinger-Poisson film, hard walls ----------------
def quantum_midplane(t, N, mass_factor=1.0, points=201, levels=30):
    h = t / (points + 1)
    centre = points // 2
    # (valley count, confinement mass, in-plane density-of-states mass)
    ladders = [(2, m_long, m_trans), (4, m_trans, np.sqrt(m_long * m_trans))]
    w = np.zeros(points)
    for _ in range(800):
        energies, shapes, dos = [], [], []
        for valleys, mz, md in ladders:
            hop = hbar**2 / (2 * mz * mass_factor * m0 * h * h * kT)
            e, psi = eigh_tridiagonal(2 * hop - w, -hop * np.ones(points - 1),
                                      select="i", select_range=(0, levels - 1))
            energies.append(e)
            shapes.append(psi**2 / h)
            dos.append(np.full(levels, valleys * md * mass_factor * m0 * kT
                               / (np.pi * hbar**2)))
        e, g = np.concatenate(energies), np.concatenate(dos)
        shape = np.hstack(shapes)
        level = brentq(lambda f: np.sum(g * np.logaddexp(0, f - e)) / N - 1,
                       e.min() - 60, e.min() + 200)
        density = shape @ (g * np.logaddexp(0, level - e))
        density = 0.5 * (density + density[::-1])
        right = density[centre:]
        slope = h * K * (np.cumsum(right) - 0.5 * right[0])
        w_right = np.concatenate([[0.0], h * np.cumsum(slope[:-1])])
        w_new = np.concatenate([w_right[:0:-1], w_right])
        change = np.max(np.abs(w_new - w))
        if change < 1e-6:
            return density[centre]
        w = w + 0.15 * (w_new - w)
    raise AssertionError("Schrodinger-Poisson iteration did not converge")


# Nearly empty film: compare with the analytic particle-in-a-box sum
top = bottom = 0.0
for valleys, mz, md in [(2, m_long, m_trans),
                        (4, m_trans, np.sqrt(m_long * m_trans))]:
    index = np.arange(1, 60)
    boltz = np.exp(-(hbar * np.pi * index / t_ex)**2 / (2 * mz * m0 * kT))
    top += valleys * md * 2 * boltz[::2].sum()
    bottom += valleys * md * boltz.sum()
N_tiny = 1e12
flat_ratio = quantum_midplane(t_ex, N_tiny) * t_ex / N_tiny
assert abs(flat_ratio / (top / bottom) - 1) < 2e-3

# ---- Worked example and neglected effects --------------------------------
n_max = ceiling(t_ex)
n_mid, theta_ex = boltzmann_midplane(t_ex, N_ex)
load_ex = K * N_ex * t_ex / 8
approx = (load_ex / (1 + load_ex))**2
assert abs(approx / (n_mid / n_max) - 1) < 0.01
n_surf = n_mid / np.cos(theta_ex)**2
field = q * N_ex / (2 * eps)
debye = 1 / np.sqrt(K * n_max)

compare = []
for t in (5e-9, 10e-9, 20e-9):
    row = (t, ceiling(t), boltzmann_midplane(t, N_ex)[0],
           fermi_midplane(t, N_ex), quantum_midplane(t, N_ex))
    assert row[2] < row[1] and row[3] > row[2]
    compare.append(row)
fine = quantum_midplane(t_ex, N_ex, points=401)
assert abs(fine / compare[1][4] - 1) < 0.01
# Heavier electrons must bring the quantum film nearer the classical one
heavy = quantum_midplane(5e-9, N_ex, mass_factor=10)
assert abs(heavy - compare[0][2]) < abs(compare[0][4] - compare[0][2])

cm3, cm2 = 1e-6, 1e-4
print(f"Film thickness t = {t_ex*1e9:.1f} nm, temperature = {T:.0f} K")
print(f"Relative permittivity: film {eps_r}, oxide {eps_ox}")
print(f"Masses (m_e): long {m_long}, transverse {m_trans}")
print(f"kT/q = {kT/q*1e3:.3f} mV")
print(f"eps kT/q^2 = {1/K*1e-2:.4e} cm^-1")
print(f"Ceiling n_max = {n_max*cm3:.4e} cm^-3 = {n_max*1e-27:.4e} nm^-3")
print(f"Debye length at n_max = {debye*1e9:.3f} nm")
print(f"Sheet density N = {N_ex*cm2:.2e} cm^-2")
print(f"Load K N t/8 = {load_ex:.4f}, theta = {theta_ex:.5f} rad")
print(f"Midplane density n0 = {n_mid*cm3:.4e} cm^-3")
print(f"n0/n_max: exact {n_mid/n_max:.4f}, large-load {approx:.4f}")
print(f"Mean density N/t = {N_ex/t_ex*cm3:.3e} cm^-3")
print(f"Surface density = {n_surf*cm3:.3e} cm^-3")
print(f"Surface-to-midplane potential = "
      f"{kT/q*np.log(n_surf/n_mid)*1e3:.1f} mV")
print("Approach: N (cm^-2), n0 (cm^-3), n0/n_max, surface n (cm^-3)")
for N in (1e16, 3e16, 1e17, 3e17):
    n0, th = boltzmann_midplane(t_ex, N)
    print(f"  {N*cm2:.1e}  {n0*cm3:.3e}  {n0/n_max:.4f}  "
          f"{n0/np.cos(th)**2*cm3:.3e}")
print("Boundary-value solutions: surface n/n_max, midplane n/n_max")
for surface, mid in bvp_rows:
    print(f"  {surface:.4e}  {mid:.5f}")
print("Holes, infinite bias: n0/p0, n0/n_max, (n0-p0)/n_max")
for ratio, alone, net in hole_rows:
    print(f"  {ratio:.3f}  {alone:.5f}  {net:.5f}")
print(f"Effective density of states Nc = {Nc*cm3:.3e} cm^-3")
print(f"Surface density / Nc = {n_surf/Nc:.3f}")
print(f"Midplane density / Nc = {n_mid/Nc:.4f}")
for label, mass in (("long", m_long), ("transverse", m_trans)):
    wave = np.sqrt(2 * np.pi * hbar**2 / (mass * m0 * kT))
    print(f"Thermal wavelength, {label} mass = {wave*1e9:.2f} nm")
print(f"At N = {N_ex*cm2:.0e} cm^-2, midplane densities in cm^-3:")
print("  t (nm), n_max, Boltzmann, Fermi-Dirac, quantum, quantum/n_max")
for t, top_n, bo, fd, qu in compare:
    print(f"  {t*1e9:4.0f}  {top_n*cm3:.3e}  {bo*cm3:.3e}  "
          f"{fd*cm3:.3e}  {qu*cm3:.3e}  {qu/top_n:.3f}")
print(f"Quantum, 5 nm, masses x10 = {heavy*cm3:.3e} cm^-3")
print(f"Empty 10 nm film: quantum midplane/mean = {flat_ratio:.4f}")
print(f"Rough n_i = {n_i*cm3:.0e} cm^-3; n_i^2/n_max = "
      f"{n_i**2/n_max*cm3:.1f} cm^-3")
print(f"Thickness where n_max = n_i: "
      f"{np.sqrt(2*np.pi**2/(K*n_i))*1e6:.0f} micrometre")
print(f"Residual doping {doping*cm3:.0e} cm^-3; / n_max = "
      f"{doping/n_max:.2e}")
print(f"Surface field: film {field*1e-8:.3f} MV/cm, oxide "
      f"{field*eps_r/eps_ox*1e-8:.3f} MV/cm")
print(f"n_max at 400 K = {ceiling(t_ex, 400.0)*cm3:.3e} cm^-3")
print("checks complete")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 94, in <module>
    assert sol.status == 0
           ^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The boundary-value solver stopped without a converged solution at one of the rising surface potentials; the output does not say which or why. The likeliest fault is the continuation, which passed each refined mesh on to the next case and never coarsened it, while the solver allows only a few Newton steps per mesh. That part now uses Chebyshev collocation on a fixed grid over the whole film, with Newton's method started from above the solution and its convergence asserted. The formulas, tested quantities, surface potentials and comparison tolerances are unchanged.

The change:

```diff
@@ -10,5 +10,5 @@
 import sympy as sp
 from scipy import constants as const
-from scipy.integrate import solve_ivp, solve_bvp
+from scipy.integrate import solve_ivp
 from scipy.linalg import eigh_tridiagonal
 from scipy.optimize import brentq
@@ -85,19 +85,34 @@
 # ---- Boundary-value problem at rising surface potential ------------------
 # Length unit t, u = ln(K n t^2), so u'' = e^u and the ceiling is 2 pi^2.
-mesh = np.linspace(0, 0.5, 41)
-guess = np.zeros((2, mesh.size))
+# Chebyshev collocation over the whole film, x from +1/2 down to -1/2.
+order = 200
+j = np.arange(order + 1)
+cheb = np.cos(np.pi * j / order)
+c = np.where((j == 0) | (j == order), 2.0, 1.0) * (-1.0)**j
+gap = cheb[:, None] - cheb[None, :]
+D = np.outer(c, 1 / c) / (gap + np.eye(order + 1))
+D = 2 * (D - np.diag(D.sum(axis=1)))
+D2 = D @ D
+u = np.zeros(order + 1)
 bvp_rows = []
 for us in range(0, 13):
-    sol = solve_bvp(lambda x, y: np.vstack([y[1], np.exp(y[0])]),
-                    lambda a, b, us=us: np.array([a[1], b[0] - us]),
-                    mesh, guess, tol=1e-8, max_nodes=50000)
-    assert sol.status == 0
-    mesh, guess = sol.x, sol.y
-    mid = np.exp(sol.y[0, 0])
+    # Raising the previous solution by one starts Newton from above
+    u = u + 1.0 if us > 0 else u
+    step = np.inf
+    for _ in range(30):
+        defect = (D2 @ u - np.exp(u))[1:-1]
+        jacobian = D2[1:-1, 1:-1] - np.diag(np.exp(u[1:-1]))
+        delta = np.linalg.solve(jacobian, -defect)
+        u[1:-1] += delta
+        step = np.max(np.abs(delta))
+        if step < 1e-7:
+            break
+    assert step < 1e-7
+    mid, edge_slope = np.exp(u[order // 2]), D[0] @ u
     theta = brentq(lambda a: 8 * a * a - np.exp(us) * np.cos(a)**2,
                    0, np.pi / 2, xtol=1e-15)
     assert mid < 2 * np.pi**2
     assert abs(mid / (8 * theta**2) - 1) < 1e-5
-    assert abs(2 * sol.y[1, -1] / (8 * theta * np.tan(theta)) - 1) < 1e-5
+    assert abs(2 * edge_slope / (8 * theta * np.tan(theta)) - 1) < 1e-5
     if us % 4 == 0:
         bvp_rows.append((np.exp(us) / (2 * np.pi**2), mid / (2 * np.pi**2)))
@@ -110,8 +125,8 @@
 
 
-def fermi(eta, order):
+def fermi(eta, index):
     """Normalized Fermi-Dirac integral of order 1/2 or 3/2."""
     eta = np.atleast_1d(eta)
-    if order == 0.5:
+    if index == 0.5:
         weight = 4 / np.sqrt(np.pi) * s_grid**2
     else:
@@ -184,6 +199,6 @@
 for valleys, mz, md in [(2, m_long, m_trans),
                         (4, m_trans, np.sqrt(m_long * m_trans))]:
-    index = np.arange(1, 60)
-    boltz = np.exp(-(hbar * np.pi * index / t_ex)**2 / (2 * mz * m0 * kT))
+    number = np.arange(1, 60)
+    boltz = np.exp(-(hbar * np.pi * number / t_ex)**2 / (2 * mz * m0 * kT))
     top += valleys * md * 2 * boltz[::2].sum()
     bottom += valleys * md * boltz.sum()
```

After the repair:

```
Film thickness t = 10.0 nm, temperature = 300 K
Relative permittivity: film 11.7, oxide 3.9
Masses (m_e): long 0.916, transverse 0.19
kT/q = 25.852 mV
eps kT/q^2 = 1.6715e+05 cm^-1
Ceiling n_max = 3.2995e+18 cm^-3 = 3.2995e-03 nm^-3
Debye length at n_max = 2.251 nm
Sheet density N = 1.00e+13 cm^-2
Load K N t/8 = 7.4781, theta = 1.38736 rad
Midplane density n0 = 2.5739e+18 cm^-3
n0/n_max: exact 0.7801, large-load 0.7780
Mean density N/t = 1.000e+19 cm^-3
Surface density = 7.735e+19 cm^-3
Surface-to-midplane potential = 88.0 mV
Approach: N (cm^-2), n0 (cm^-3), n0/n_max, surface n (cm^-3)
  1.0e+12  7.938e+17  0.2406  1.542e+18
  3.0e+12  1.651e+18  0.5002  8.381e+18
  1.0e+13  2.574e+18  0.7801  7.735e+19
  3.0e+13  3.024e+18  0.9166  6.761e+20
Boundary-value solutions: surface n/n_max, midplane n/n_max
  5.0661e-02  0.04522
  2.7660e+00  0.51332
  1.5102e+02  0.90383
  8.2453e+03  0.98612
Holes, infinite bias: n0/p0, n0/n_max, (n0-p0)/n_max
  1.822  1.45969  0.65859
  7.389  1.07470  0.92926
  403.429  1.00124  0.99876
Effective density of states Nc = 2.738e+19 cm^-3
Surface density / Nc = 2.825
Midplane density / Nc = 0.0940
Thermal wavelength, long mass = 4.50 nm
Thermal wavelength, transverse mass = 9.87 nm
At N = 1e+13 cm^-2, midplane densities in cm^-3:
  t (nm), n_max, Boltzmann, Fermi-Dirac, quantum, quantum/n_max
     5  1.320e+19  8.338e+18  9.442e+18  2.494e+19  1.890
    10  3.299e+18  2.574e+18  2.800e+18  5.960e+18  1.806
    20  8.249e+17  7.250e+17  7.614e+17  9.911e+17  1.201
Quantum, 5 nm, masses x10 = 1.289e+19 cm^-3
Empty 10 nm film: quantum midplane/mean = 1.5888
Rough n_i = 1e+10 cm^-3; n_i^2/n_max = 30.3 cm^-3
Thickness where n_max = n_i: 182 micrometre
Residual doping 1e+15 cm^-3; / n_max = 3.03e-04
Surface field: film 0.773 MV/cm, oxide 2.320 MV/cm
n_max at 400 K = 4.399e+18 cm^-3
checks complete
```
